\section*{Electron Temperature of a Copper Island Heated by One Picowatt}

\section{Problem}

A copper island of volume $\Omega=1\ \mu\mathrm{m}^3$ at the end of a cryogenic interconnect absorbs a steady power $P=1$ pW. Its electrons share one temperature $T_e$ and lose heat to phonons at temperature $T_p$. The electron-phonon coupling is $\Sigma=2\times10^9\ \mathrm{W\,m^{-3}\,K^{-5}}$.

(a) Derive the law $P=\Sigma\Omega(T_e^5-T_p^5)$ for a clean metal with bulk acoustic phonons.

(b) For negligible $T_p$, show that the electrons reach about 0.22 K, and find how fast they settle there.

(c) Decide whether $T_p$ is negligible for a film of $10\ \mu\mathrm{m}\times2\ \mu\mathrm{m}\times50$ nm, and for a cube of the same volume resting on one face. The substrate is at $T_b=20$ mK.

(d) Estimate the heat lost through the leads and by radiation, and judge the use of the bulk phonon law.

\section{Solution to (a): the fifth-power law}

\subsection{Net emission into one phonon mode}

Take a parabolic band, degenerate electrons and longitudinal phonons with $\omega=vq$, at temperatures far below the Debye temperature. A lattice displacement $\mathbf u$ changes the electron energy by $D\,\nabla\!\cdot\mathbf u$. One phonon has the squared displacement amplitude $\hbar/(2\rho\Omega\omega)$, where $\rho$ is the mass density, and the divergence supplies a factor $q^2$. The squared matrix element is therefore
\begin{equation}
|M_q|^2=\frac{D^2\hbar q^2}{2\rho\Omega\omega}=\frac{D^2\hbar q}{2\rho v\Omega}.
\end{equation}

Let $f=f(E)$ and $f'=f(E+\hbar\omega)$. Emission takes an electron from $E+\hbar\omega$ to $E$, and absorption does the reverse. With $n_p$ the Bose function at $T_p$, the golden rule gives the net emission rate
\begin{equation}
\begin{split}
R_q=\frac{2\pi}{\hbar}|M_q|^2\,2\sum_{\mathbf k}
&\left[f'(1-f)(n_p+1)-f(1-f')n_p\right]\\
&\times\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega),
\end{split}
\end{equation}
where the factor 2 before the sum counts spin.

To simplify the bracket, put $a=(E-\mu)/k_BT_e$ and $y=\hbar\omega/k_BT_e$, with $\mu$ the chemical potential. Then
\begin{align}
f-f'&=\frac{e^a(e^y-1)}{(e^a+1)(e^{a+y}+1)},\\
f'(1-f)&=\frac{e^a}{(e^a+1)(e^{a+y}+1)}=n_e(f-f'),\\
f(1-f')&=\frac{e^{a+y}}{(e^a+1)(e^{a+y}+1)}=(n_e+1)(f-f'),
\end{align}
where $n_e=1/(e^y-1)$ is a Bose function at the electron temperature. The bracket becomes
\begin{equation}
[n_e(n_p+1)-(n_e+1)n_p](f-f')=(n_e-n_p)(f-f').
\end{equation}
The net flow vanishes at equal temperatures, as it must.

Next comes the sum over electron states. Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The energy change is $\hbar^2kqc/m+\hbar^2q^2/2m$, so
\begin{equation}
\frac12\int_{-1}^{1}dc\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega)
=\frac{m}{2\hbar^2kq}=\frac{1}{2\hbar v_kq}.
\end{equation}
The root lies inside the range of $c$ near the Fermi surface because $v\ll v_F$ and $q\ll k_F$. The density of states is proportional to $k$ and $v_k$ is too, so their ratio can be taken at the Fermi energy. Let $N$ be the density of states there per volume, for both spins. Since $f$ falls from 1 to 0, shifting it by $\hbar\omega$ gives $\int(f-f')\,dE=\hbar\omega$. Hence
\begin{align}
R_q&=\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho v\Omega}\,
\frac{\Omega N}{2\hbar v_Fq}\,\hbar vq\,(n_e-n_p)\nonumber\\
&=\frac{\pi D^2Nq}{2\rho v_F}(n_e-n_p).
\end{align}

The electron sum was tested on a momentum grid in units $\hbar=m=k_F=1$, with $q=0.1$, $\omega=0.02$, $k_BT_e=0.02$, $k_BT_p=0.01$ and a Gaussian of width 0.001 for the delta function. The ratio of grid sum to formula is 1.00044.

\subsection{Sum over phonon modes}

Each net emission removes $\hbar vq$ from the electrons. The number of modes in $dq$ is $\Omega q^2dq/2\pi^2$, so
\begin{align}
P&=\frac{\Omega}{2\pi^2}\int_0^\infty q^2\,\hbar vq\,
\frac{\pi D^2Nq}{2\rho v_F}(n_e-n_p)\,dq\nonumber\\
&=\frac{\Omega\hbar vD^2N}{4\pi\rho v_F}\int_0^\infty q^4(n_e-n_p)\,dq.
\end{align}
The four powers of $q$ come from the mode count (two), the phonon energy (one) and the emission rate (one). The upper limit may be infinite because thermal phonons lie far below the Debye cutoff. With $x=\hbar vq/k_BT$,
\begin{equation}
\int_0^\infty\frac{x^4dx}{e^x-1}=\sum_{j=1}^\infty\int_0^\infty x^4e^{-jx}dx
=\sum_{j=1}^\infty\frac{24}{j^5}=24\zeta(5)=24.886.
\end{equation}
Each Bose function thus contributes $24\zeta(5)(k_BT/\hbar v)^5$, and
\begin{equation}
P=\Sigma\Omega(T_e^5-T_p^5),\qquad
\Sigma=\frac{6\zeta(5)D^2Nk_B^5}{\pi\rho v_F\hbar^4v^4}.
\label{law}
\end{equation}

\subsection{What the derivation says about the coefficient}

In a free-electron metal a dilation $\nabla\!\cdot\mathbf u$ lowers the density by that fraction. Since $E_F\propto n^{2/3}$, the local Fermi energy drops by $\frac23E_F\nabla\!\cdot\mathbf u$. Screening keeps the chemical potential uniform, so the potential energy rises by the same amount and $D=\frac23E_F$. For rough copper values ($n=8.5\times10^{28}\ \mathrm{m^{-3}}$, $\rho=8960\ \mathrm{kg\,m^{-3}}$, $v=4700$ m/s) one finds $D=4.70$ eV and $\Sigma=7.5\times10^7\ \mathrm{W\,m^{-3}\,K^{-5}}$.

This is 27 times below the given coefficient. The factor is rough, since $\Sigma\propto v^{-4}$: the longitudinal speed in a copper crystal runs from about 4400 to 5300 m/s with direction, which moves the factor between about 21 and 43. The estimate leaves out transverse phonons, the real Fermi surface and disorder, and the calculation does not settle how much each contributes. The derivation therefore supports the exponent within its assumptions, while $\Sigma$ remains an empirical input. Using the free-electron value instead would multiply the temperature found below by $27^{1/5}\approx1.9$.

\section{Solution to (b): the steady temperature}

With $T_p^5\ll T_e^5$, equation \eqref{law} gives
\begin{equation}
T_e=\left(\frac{P}{\Sigma\Omega}\right)^{1/5}.
\end{equation}
The volume is $10^{-18}\ \mathrm{m^3}$, so $\Sigma\Omega=2\times10^{-9}\ \mathrm{W\,K^{-5}}$ and
\begin{equation}
T_e^5=\frac{10^{-12}}{2\times10^{-9}}\ \mathrm{K^5}=5\times10^{-4}\ \mathrm{K^5},
\qquad T_e=0.2187\ \mathrm K\approx0.22\ \mathrm K.
\end{equation}
This is the required result, equal to about 219 mK.

Small changes obey $\delta T_e/T_e=\frac15(\delta P/P-\delta\Sigma/\Sigma)$. Doubling $P$ at fixed $\Sigma\Omega$ gives 0.251 K; doubling $\Sigma$ at fixed $P$ gives 0.190 K. The fifth root makes the temperature insensitive to the inputs, but it also makes cooling by added volume expensive: halving $T_e$ at fixed $P$ takes 32 times the volume.

The approach to this state follows from the electron heat capacity. Only the occupation depends on temperature, so the heat capacity per volume is
\begin{equation}
N\int\frac{(E-\mu)^2}{T_e}\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{\pi^2}{3}k_B^2N\,T_e\equiv\gamma T_e .
\end{equation}
The energy balance is $\gamma\Omega T_e\,\dot T_e=P-\Sigma\Omega T_e^5$. Its right side falls steadily with $T_e$, so there is one steady state and it is stable. For a small deviation $\delta$ from it, the right side becomes $-5\Sigma\Omega T_e^4\delta$, and
\begin{equation}
\dot\delta=-\frac{\delta}{\tau},\qquad \tau=\frac{\gamma}{5\Sigma T_e^3}.
\end{equation}
The free-electron value $\gamma=70.8\ \mathrm{J\,m^{-3}\,K^{-2}}$ gives
\begin{equation}
\tau=\frac{70.8}{5(2\times10^9)(0.2187)^3}\ \mathrm s=0.68\ \mu\mathrm s.
\end{equation}
The measured heat capacity of copper, with $\gamma$ about 98 in the same units, would give 0.94 $\mu$s. This time describes small deviations. Integrating the full balance from 20 mK with $\gamma=70.8$, the electrons need 1.7 $\mu$s to reach 90\% of the steady temperature and about $5\tau$ to reach 99\%. A single $T_e$ presumes that the electrons share absorbed energy among themselves faster than $\tau$. That is an assumption here.

\section{Solution to (c): are the phonons cold?}

From \eqref{law}, $T_e^5=P/\Sigma\Omega+T_p^5$. Write $T_0=0.2187$ K for the ideal result. Phonons raise $T_e$ by 1\% when
\begin{equation}
T_p=T_0(1.01^5-1)^{1/5}=0.121\ \mathrm K.
\end{equation}
A bath at 20 mK is far below this, but the island's own phonons must first pass the heat to the substrate.

\subsection{Heat flow into the substrate}

One phonon branch of speed $v$ carries through a plane, from one side, the flux
\begin{equation}
\frac{\hbar v^2}{4\pi^2}\int_0^\infty\frac{q^3dq}{e^{\hbar vq/k_BT}-1}\int_0^1c\,dc
=\frac{\pi^2k_B^4T^4}{120\hbar^3v^2},
\end{equation}
where $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$ and the angular integral is $\frac12$. Let a mean fraction $t$ of the phonons striking the contact from the substrate be transmitted. At equal temperatures the two flows must balance, so the same coefficient governs the flow out of the island. For contact area $A$,
\begin{equation}
P=A\sigma(T_p^4-T_b^4),\qquad
\sigma=t\,\frac{\pi^2k_B^4}{120\hbar^3}\left(\frac1{v_L^2}+\frac2{v_T^2}\right).
\end{equation}
Rough silicon-like speeds $v_L=9000$ m/s and $v_T=5400$ m/s, with a rough $t=0.5$, give $\sigma=103\ \mathrm{W\,m^{-2}\,K^{-4}}$.

\subsection{Film and cube}

If $T_b$ is dropped and $d=\Omega/A$ is the height of the island, then
\begin{equation}
T_e=T_0(1+r)^{1/5},\qquad
r=\frac{(P/A\sigma)^{5/4}}{P/\Sigma\Omega}
=\frac{\Sigma d\,(P/A)^{1/4}}{\sigma^{5/4}}.
\end{equation}
Cold phonons require $r\ll1$, which favours a thin island with a large contact area.

For the film, $A=20\ \mu\mathrm m^2$ and $r=100\times0.473/328=0.14$. The full balance gives $T_p=0.148$ K and $T_e=0.2246$ K, a rise of 2.7\% over $T_0$. With one phonon temperature the answer still rounds to 0.22 K, but only just: $t=0.4$ instead of 0.5 would give 0.226 K. Phonons that escape before they are reabsorbed need not share one temperature. Balancing each frequency separately, with an electron exchange rate proportional to frequency and an escape rate independent of it, gives 0.230 K for $t=0.5$.

For the cube, $A=1\ \mu\mathrm m^2$ and $r=2000/328=6.1$. Now $T_p=0.314$ K and $T_e=0.324$ K. Power, volume, bath and $\sigma$ are the same in both cases; only the shape has changed. In this limit the boundary sets the temperature, and the electrons sit slightly above the phonons:
\begin{equation}
T_e\approx T_p\left(1+\frac{P}{5\Sigma\Omega T_p^5}\right)
\approx0.314\,(1+0.033)\ \mathrm K .
\end{equation}
The result of (b) thus holds for one cubic micrometre of copper when its phonons are kept cold. In this boundary model, a cube resting on one face does not meet that condition. The value of $t$ matters for the number but not for this conclusion: $t=0.84$, an estimate for diffuse scattering at a copper-silicon contact, would give the cube $T_e=0.29$ K, still well above $T_0$.

\section{Solution to (d): other losses and the phonon law}

\subsection{Leads}

Suppose electrons cross a lead of normal-state resistance $R$ elastically. The net particle flow per unit energy is $(f_h-f_c)/e^2R$, with $f_h$ and $f_c$ the Fermi functions of the hot and cold ends. Measure $E$ from the chemical potential. Each particle carries $E$, and $E(f_h-f_c)$ is even, so
\begin{equation}
P_{\rm lead}=\frac{2}{e^2R}\int_\Delta^\infty E(f_h-f_c)\,dE ,
\label{lead}
\end{equation}
with $\Delta=0$ for a normal metal. Then $\int_0^\infty Ef\,dE=\pi^2k_B^2T^2/12$ yields
\begin{equation}
P_{\rm lead}=\frac{\pi^2k_B^2}{6e^2R}(T_e^2-T_b^2).
\end{equation}
For $R=10\ \Omega$ and $T_e=T_0$ this is 58 pW, far more than the island absorbs. By this formula, a loss below 1\% of $P$ needs more than 58 k$\Omega$. Lengthening a copper wire of ordinary cross-section does not achieve this. With a cross-section of 50 nm by 50 nm it would be about a centimetre long, and its electrons would lose heat to phonons on the way, so the crossing would no longer be elastic. With the given $\Sigma$, cold phonons and a mean free path of 50 nm, such a wire held at $T_0$ at one end still draws about 0.4 pW however long it is; this floor scales with the cross-section.

A superconducting lead has no quasiparticle states below its gap $\Delta$, which explains the lower limit in \eqref{lead}. Above the gap, with $E^2=\xi^2+\Delta^2$, the density of states gains a factor $E/|\xi|$ and the speed a factor $|\xi|/E$. For impurity scattering the squared matrix element carries $(\xi/E)^2$; multiplied by the density of final states, it changes the rate by $|\xi|/E$ and the lifetime by $E/|\xi|$. The product of density, squared speed and lifetime is unchanged, so the prefactor $1/e^2R$ survives.

For $\Delta\gg k_BT_e$ the hot Fermi function is nearly $e^{-E/k_BT_e}$ and the cold end contributes negligibly:
\begin{equation}
P_{\rm lead}\approx\frac{2k_BT_e(\Delta+k_BT_e)}{e^2R}\,e^{-\Delta/k_BT_e}.
\end{equation}
A rough aluminium gap of 0.18 meV gives $\Delta/k_BT_e=9.55$ and $P_{\rm lead}=0.053$ pW for the same $10\ \Omega$. Alone, this loss lowers $T_e$ to 0.2165 K. Near $T_0$ a superconducting connection of this resistance can therefore carry current while leaving most of the heat to the phonons. The loss scales as $1/R$: a lead of $1\ \Omega$ would draw 0.53 pW at $T_0$. The loss grows steeply with temperature: at the 0.324 K found for the cube, the same formula gives 1.8 pW, more than the island absorbs. The cube's temperature in (c) therefore holds only if its leads carry much less heat than this one.

\subsection{Radiation}

One electromagnetic channel, perfectly matched at all thermal frequencies, removes
\begin{equation}
P_\gamma=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,[n(T_e)-n(T_b)]
=\frac{\pi k_B^2}{12\hbar}(T_e^2-T_b^2),
\end{equation}
since $\int_0^\infty x\,dx/(e^x-1)=\pi^2/6$. At $T_0$ this upper limit for one channel is 0.022 pW. Alone, it would lower $T_e$ to 0.2177 K.

\subsection{Phonon wavelength and disorder}

The integrand $x^4/(e^x-1)$ peaks at $x=3.92$. The corresponding longitudinal wavelength in copper is
\begin{equation}
\lambda=\frac{2\pi\hbar v}{3.92\,k_BT_e}=263\ \mathrm{nm},
\end{equation}
about five times the film thickness. For a rough electron mean free path $\ell=50$ nm, $q\ell=1.2$ at the peak, whereas the derivation in (a) needs $q\ell\gg1$. Transverse phonons, at about half the speed, have about half this wavelength and twice this $q\ell$. Neither the bulk-phonon nor the clean-metal condition is well met, and a separate phonon temperature for the film is itself a rough notion.

To size the consequence, replace the law by $P=\Sigma\Omega T_m^{5-s}T_e^s$, which agrees with the given one at $T_m=0.3$ K. Exponents $s=4$ and $s=6$ give 0.202 K and 0.231 K. These are trial exponents, not predictions for this film.

\subsection{Comparison with a real device}

Copper films tens of nanometres thick with aluminium leads, on substrates at tens of millikelvin, are used in cryogenic heat sensors. The given $\Sigma$ has the usual size for copper; with cold phonons, a smaller island would be hotter at the same power. If the phonons of the film treated here share one temperature, boundary heating, the superconducting lead and one matched radiation channel together give $T_e=0.2207$ K, 0.9\% above $T_0$, because for a $10\ \Omega$ lead with a gap of 0.18 meV the corrections partly cancel. Cold phonons cannot be taken for granted: in the boundary model, phonon heating alone puts the cube's $T_e$ 48\% above $T_0$. The film value is only as firm as its rough inputs: a lead of $1\ \Omega$ or $100\ \Omega$ gives 0.208 K or 0.223 K, gaps from 0.17 to 0.22 meV give 0.219 to 0.223 K, and balancing each phonon frequency separately gives 0.225 K.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Absorbed power: 1.0 pW
Island volume: 1.00 um^3
Film length, width: 10, 2 um
Film thickness: 50 nm
Given coupling Sigma: 2.0e+09 W m^-3 K^-5
Sigma times volume: 2.00e-09 W K^-5
Te to fifth power: 5.00e-04 K^5
IDEAL ELECTRON TEMPERATURE: 0.2187 K = 218.7 mK
Te from root of phonon integral: 0.2187 K
Thermal energy k*Te: 18.84 ueV
Te if power doubles: 0.2512 K
Te if Sigma doubles: 0.1904 K
Phonon temperature raising Te by 1%: 0.121 K
24*zeta(5): 24.8863
Electron sum, grid / formula: 1.00044
Rough electron density: 8.5e+28 m^-3
Rough mass density: 8960 kg m^-3
Rough longitudinal sound speed: 4700 m/s
Free-electron Fermi energy: 7.05 eV
Fermi velocity: 1.57e+06 m/s
Deformation energy D: 4.70 eV
Density of states: 1.81e+28 eV^-1 m^-3
Free-electron Sigma: 7.47e+07 W m^-3 K^-5
Given / free-electron Sigma: 26.8
Heat capacity coefficient gamma: 70.8 J m^-3 K^-2
Relaxation time: 0.68 us
Bath temperature: 20 mK
Rough substrate sound speeds: 9000, 5400 m/s
Rough boundary transmission: 0.50
Boundary coefficient: 103 W m^-2 K^-4
Film, phonon heating: Tp 0.148 K, Te 0.2246 K
Cube on one face: Tp 0.314 K, Te 0.324 K
Lead normal-state resistance: 10 ohm
Rough lead gap: 0.18 meV; gap/kTe 9.55
Heat through normal lead at ideal Te: 57.9 pW
Heat through superconducting lead: 0.0532 pW
Normal lead leaking 1% of P: 57.9 kohm
Te with superconducting lead loss only: 0.2165 K
Largest one-channel photon loss: 0.0224 pW
Te with photon loss only: 0.2177 K
Film, all three corrections: Tp 0.145 K, Te 0.2207 K
Peak of x^4/(exp(x)-1): x = 3.921
Phonon wavelength at peak: 263 nm
Rough electron mean free path: 50 nm
Phonon q times mean free path: 1.19
Proximity length: 0.38 um
Matching temperature of other power laws: 0.3 K
Te with exponent 4: 0.2021 K
Te with exponent 6: 0.2305 K
\end{verbatim}
